# When Weighted Sums over Irreducible Wave Vectors Must Be Symmetrized, part 1

(Sections cited here and not found follow in the second part.)

A band calculation for a symmetric crystal is to be run on a mesh of $N_k$ wave vectors. The point group allows the Hamiltonian to be diagonalized at a small subset of them, the irreducible points, each carrying a weight equal to the fraction of the mesh it stands for. Once the eigenvalues and eigenvectors are in hand, a decision must be made for every quantity $X$ to be reported: either the weighted sum $\sum_k w_k X(k)$ is itself the answer, or it must first be averaged over the symmetry operations. For the energy and the electron count the weighted sum is the answer. For the conductivity tensor, the stress and the forces on atoms it is in general not, and when the irreducible points are taken from a fixed wedge of the zone, refining the mesh does not repair it.

## A cubic metal with an off-diagonal conductivity

Atomic units ($\hbar = e = m_e = 1$) are used in the algebra, and numbers are given in eV and Å. The crystal is non-magnetic, spin–orbit coupling is absent, and each band state holds two electrons.

The quantity to be summed comes from the linearized Boltzmann equation with a constant relaxation time $\tau$. An electron of charge $-1$ in a uniform field $\mathbf E$ obeys $\dot{\mathbf k} = -\mathbf E$. In the steady state $\dot{\mathbf k}\cdot\nabla_k f = -\delta f/\tau$. To first order in $\mathbf E$ the left side is evaluated with the Fermi function $f(\varepsilon_k)$, whose gradient is $f'\mathbf v$ with $\mathbf v = \nabla_k\varepsilon$ and $f' = df/d\varepsilon$. Hence $\delta f = \tau f'\,\mathbf v\cdot\mathbf E$. The current density in a crystal of cell volume $V$ is $\mathbf j = -\frac{2}{VN_k}\sum_{nk}\mathbf v\,\delta f$, which gives $j_i = \sigma_{ij}E_j$ with

$$\sigma_{ij} = \tau\, T_{ij}, \qquad T_{ij} = \frac{1}{N_k}\sum_k T_{ij}(k), \qquad T_{ij}(k) = \frac{2}{V}\sum_n v_i v_j\,(-f'), \qquad -f' = \frac{f(1-f)}{k_BT} > 0 .$$

With $\hbar v$ in eV Å, $T_{ij}$ is in eV/Å and $\sigma = e^2\tau T/\hbar^2$. For $\tau = 10$ fs the factor is $3.6981\times10^{7}$ S/m per eV/Å.

The model is one $s$ band on a simple cubic lattice,

$$\varepsilon(k) = -2t\,(\cos k_xa + \cos k_ya + \cos k_za), \qquad v_i = 2ta\sin k_ia ,$$

with $t = 1$ eV, $a = 3$ Å, $\mu = -1$ eV and $k_BT = 0.2$ eV. The mesh is $k = (2\pi/a)(i,j,l)/N$ with integers taken modulo $N$ and $N$ even. The point group $O_h$ consists of the 48 matrices that permute the three components and change their signs. Each leaves $\varepsilon$ unchanged, since the cosine is even and the sum is symmetric, and each maps the mesh onto itself. Sign changes followed by sorting bring any mesh point into the wedge $N/2 \ge i \ge j \ge l \ge 0$. The number of such ordered triples drawn from $N/2+1$ values is $\binom{N/2+3}{3}$, which is 84 of 1728 points for $N=12$, 455 of 13824 for $N=24$ and 2925 of 110592 for $N=48$.

On the full mesh $T_{xy}$ vanishes, because the points $(k_x,k_y,k_z)$ and $(-k_x,k_y,k_z)$ have the same energy, the same $v_y$ and opposite $v_x$, and cancel in pairs. The three diagonal elements are equal because exchanging two coordinates maps one sum into another.

One orbit shows what the weighted sum does instead. Take $k_0 = (2\pi/a)(1/4,1/6,1/12)$, a point of the $N=12$ wedge with 48 distinct images. The angles $k_ia$ are $90°$, $60°$ and $30°$, and $2ta = 6$ eV Å, so

$$\hbar\mathbf v(k_0) = 6\,(1,\ \tfrac{\sqrt3}{2},\ \tfrac12) = (6.0000,\ 5.1962,\ 3.0000)\ \text{eV Å}.$$

The products, in eV$^2$Å$^2$, are $36$, $27$ and $9$ on the diagonal, and $6\times5.1962 = 31.177$, $6\times3 = 18$ and $5.1962\times3 = 15.588$ for $xy$, $xz$ and $yz$. The weighted sum counts this matrix 48 times. The 48 actual points do something else. The sine is odd, so a sign change of $k_x$ reverses $v_x$, and a permutation of the $k_i$ permutes the $v_i$. Over the orbit each off-diagonal product appears as often with a minus sign as with a plus sign, and each of the three squares occupies each diagonal position for one third of the points. The orbit mean is $(36+27+9)/3 = 24$ on the diagonal and zero elsewhere. The factor $-f'$ is common to all 48 points and does not affect the comparison. The two matrices agree in their trace, 72, and in no single element.

The sums over the whole mesh, in eV/Å, are as follows. "Bare" denotes the weighted sum over the wedge.

| $N$ | bare $xx$ | bare $yy$ | bare $zz$ | bare $xy$ | full $xx$ |
|---|---|---|---|---|---|
| 12 | 0.2138 | 0.3540 | 0.1298 | 0.2514 | 0.2325 |
| 24 | 0.1898 | 0.3144 | 0.1120 | 0.2262 | 0.2054 |
| 48 | 0.1890 | 0.3144 | 0.1110 | 0.2265 | 0.2048 |

For $N=48$ the other two elements are $xz = 0.1246$ and $yz = 0.1622$. One third of the bare trace is $(0.1890+0.3144+0.1110)/3 = 0.6144/3 = 0.2048$, the full-mesh diagonal. In SI units the true conductivity is $0.2048\times3.6981\times10^7 = 7.57\times10^6$ S/m times the unit matrix, whereas the bare sum reports $\sigma_{xy} = 8.38\times10^6$, $\sigma_{xz} = 4.61\times10^6$ and $\sigma_{yz} = 6.00\times10^6$ S/m. The spurious $\sigma_{xy}$ exceeds the true diagonal element.

The full value can be confirmed without velocity products. Since $v_x^2(-f') = -v_x\,\partial f/\partial k_x$, integration by parts over the zone, where the boundary term vanishes by periodicity, turns the integral of $v_x^2(-f')$ into that of $f\,\partial^2\varepsilon/\partial k_x^2 = 2ta^2 f\cos k_xa$. The identity holds for integrals, and on a mesh only up to the discretization error. At $N=48$ the curvature form gives $0.2048$ eV/Å, and the two forms were tested to agree within $5\times10^{-4}$ relative to the velocity form.

Two kinds of error are visible in the table. The full diagonal at $N=12$ lies 14% above its $N=48$ value ($0.2325/0.2048 = 1.135$). This is a discretization error, and at $N=24$ it has fallen to 0.3% of the $N=48$ value. The ratio of bare $xy$ to full $xx$ is $1.0812$, $1.1013$ and $1.1062$ for the three meshes and does not fall. The reason is that in the wedge $0 \le k_ia \le \pi$, so every $v_i \ge 0$, and $w_k(-f') > 0$: the bare $T_{xy}$ is a sum of non-negative terms, positive for every point with $0<k_ya\le k_xa<\pi$. As $N\to\infty$ the points on the faces of the wedge become a fraction of order $1/N$, and the sum tends to 48 times the wedge integral of a positive function.

The bare $yy$ element exceeds the bare $xx$ element, although $k_x$ is the largest component. Writing $c_i = \cos k_ia$, one has $\sin^2k_ya - \sin^2k_xa = c_x^2 - c_y^2 = (c_x - c_y)(c_x + c_y)$. In the wedge $c_x \le c_y$, so $v_y^2 \ge v_x^2$ wherever $c_x + c_y \le 0$. On the Fermi surface $-2t(c_x+c_y+c_z) = \mu$ gives $c_x + c_y = \tfrac12 - c_z$, which is negative for $k_za < \pi/3$. On the sharp Fermi surface this part of the wedge therefore favours $yy$, and the part with $k_za > \pi/3$ favours $xx$. At $k_BT = 0.2$ eV the factor $-f'$ spreads the sum over a shell around the surface, so the division is not sharp. The table gives only the net difference, which is positive.

At low filling the size of the error has a closed form. Near the band bottom $\varepsilon \approx -6t + ta^2k^2$, the Fermi surface is a sphere to leading order in $ka$, and $\mathbf v = |\mathbf v|\,\mathbf n$ with $|\mathbf v|$ fixed by the energy. Then $T_{ij}$ is proportional to the angular mean of $n_in_j$, whose true value is $\delta_{ij}/3$. Over the octant, of solid angle $\pi/2$,

$$\langle n_xn_y\rangle = \frac{2}{\pi}\int_0^{\pi/2}\!\sin^3\vartheta\,d\vartheta\int_0^{\pi/2}\!\cos\varphi\sin\varphi\,d\varphi = \frac{2}{\pi}\cdot\frac23\cdot\frac12 = \frac{2}{3\pi}.$$

The octant means of $n_xn_z$ and $n_yn_z$ are the same, since permutations map the octant to itself, so $Q = n_xn_y+n_xn_z+n_yn_z$ has octant mean $2/\pi$. The octant is made of six wedges related by permutations and $Q$ is unchanged by permutations, so its wedge mean is also $2/\pi$. The mean off-diagonal element, $\langle Q\rangle/3$, divided by the true diagonal $1/3$, equals $2/\pi = 0.6366$. Quadrature over the wedge gives $0.3676$, $0.1652$ and $0.1039$ for the three elements, with sum $0.636620$, and $0.7009$, $0.2348$, $0.0643$ for the diagonal.

The bare tensor is not even a definite quantity. The wedge is a convention, and any member of an orbit may represent it with the same weight. With one random choice of representatives at $N=12$ the elements become $0.2265$, $0.2497$, $0.2214$ on the diagonal and $0.0826$, $0.0722$, $-0.0894$ off it. The diagonal again sums to $0.6976 = 0.2138+0.3540+0.1298$. A vector fares no better: the weighted sum of $2f\hbar\mathbf v$ over the $N=48$ wedge is $(3.39, 3.02, 1.49)$ eV Å per cell, a particle current in thermal equilibrium, while on the full mesh $k$ and $-k$ cancel.

## The general statement

Let $G_0$ be the space group with lattice translations factored out. Its elements are $\{R|\mathbf t\}$, acting on positions as $\mathbf r\to R\mathbf r + \mathbf t$ with $R$ orthogonal. Let $G$ consist of the pairs $g = (\{R|\mathbf t\},\theta)$, where $\theta = -1$ marks time reversal and $\theta = +1$ its absence, acting on wave vectors as $gk = \theta Rk$. Three assumptions are made.

1. The mesh is invariant: for every mesh point $k$ and every $g$, $gk$ is a mesh point modulo a reciprocal lattice vector $K$.
2. The summand $X(k)$ takes values in a real vector space $W$ and is periodic, $X(k+K) = X(k)$.
3. The summand is covariant: $X(gk) = D(g)X(k)$, with linear maps obeying $D(g_1g_2) = D(g_1)D(g_2)$.

Choose one representative $k$ in each orbit, let $G_k$ be the subgroup of elements with $gk = k$ modulo $K$, and define

$$X_{\rm full} = \frac{1}{N_k}\sum_{\rm mesh}X(k), \qquad X_w = \sum_{\rm rep}w_kX(k), \qquad w_k = \frac{|G|}{|G_k|N_k}, \qquad P = \frac{1}{|G|}\sum_{g\in G}D(g).$$

Then: (a) $X_{\rm full} = PX_w$ for any choice of representatives; (b) $X_w = X_{\rm full}$ if and only if $(1-P)X_w = 0$; (c) a linear functional $\ell$ on $W$ with $\ell(D(g)x) = \ell(x)$ for all $g$ and $x$ satisfies $\ell(X_w) = \ell(X_{\rm full})$; (d) if the mesh has a point whose stabilizer is trivial, such invariant functionals are the only ones for which the equality holds for every covariant $X$.

## Proof

Fix a representative $k$ and a point $k' = g_0k$ of its orbit. An element $g$ sends $k$ to $k'$ exactly when $g_0^{-1}gk = k$, that is when $g = g_0h$ with $h\in G_k$. There are $|G_k|$ such elements for every $k'$. The orbit therefore has $|G|/|G_k|$ points, which identifies $w_k$ as the fraction of the mesh in the orbit, and a sum over $g$ visits each orbit point $|G_k|$ times:

$$\sum_{k'\in{\rm orbit}(k)}X(k') = \frac{1}{|G_k|}\sum_{g}X(gk) = \frac{1}{|G_k|}\sum_gD(g)X(k) = \frac{|G|}{|G_k|}\,PX(k).$$

The first equality uses periodicity, so that "modulo $K$" is harmless, and the second uses covariance. By assumption 1 the mesh is a disjoint union of whole orbits. Summing over representatives, dividing by $N_k$ and taking the linear map $P$ out of the sum gives

$$X_{\rm full} = \sum_{\rm rep}\frac{|G|}{|G_k|N_k}PX(k) = PX_w ,$$

which is (a). The left side makes no reference to representatives, so $PX_w$ does not depend on them. The same is seen directly. As $g$ runs over $G$, so do $gh$ and $hg$ for fixed $h$, hence $PD(h) = D(h)P = P$. Replacing a representative $k$ by $hk$ changes its term from $X(k)$ to $D(h)X(k)$, which $P$ does not distinguish from $X(k)$. Averaging $PD(h) = P$ over $h$ gives $P^2 = P$, and $D(h)P = P$ says that every vector $Px$ is invariant: $P$ projects onto the invariant subspace of $W$.

Statement (b) follows from $X_w - X_{\rm full} = (1-P)X_w$. The error of the bare sum is its whole non-invariant part. For (c), linearity and invariance give

$$\ell(X_{\rm full}) = \frac{1}{|G|}\sum_g\ell\big(D(g)X_w\big) = \frac{1}{|G|}\sum_g\ell(X_w) = \ell(X_w).$$

For (d), let $k_1$ have a trivial stabilizer and let $x\in W$ be arbitrary. Define $X(gk_1) = D(g)x$, which is unambiguous because each orbit point is reached by one $g$, and $X = 0$ on all other orbits. This field is covariant, with $X_w = w x$ and $X_{\rm full} = wPx$. Equality of $\ell$ for all $x$ means $\ell(x) = \ell(Px)$, and then $\ell(D(h)x) = \ell(PD(h)x) = \ell(Px) = \ell(x)$, so $\ell$ is invariant. In a centrosymmetric crystal with time reversal included, the product of inversion and time reversal fixes every $k$ and no stabilizer is trivial. Covariance then confines $X(k)$ to the subspace fixed by that element, and (d) holds with $W$ replaced by this subspace and "trivial" read as "containing only this element and the identity".

The rule that weighted sums are right only for invariant scalars thus needs two adjustments. What is guaranteed is every invariant linear functional, and that class contains single tensor components in some crystals. A non-invariant component can also come out right, either by accident of the model or of the representatives, or because a further constraint makes it vanish at every $k$, as for the total force below or for the force on an atom at an inversion centre when time reversal holds. Covariance on a general orbit does not by itself guarantee it.

## Velocities and their products

The maps $D(g)$ must be derived for each quantity. For velocities the input is $\varepsilon_n(\theta Rk) = \varepsilon_n(k)$, evident for the cosine band and proved below for a multi-atom Hamiltonian. For a band that is non-degenerate at $k$, and hence differentiable there, the chain rule gives

$$v_i(k) = \sum_jv_j(\theta Rk)\,\theta R_{ji}, \qquad\text{that is}\qquad \mathbf v(k) = \theta R^{T}\mathbf v(\theta Rk).$$

Multiplying by $\theta R$ and using $RR^T = 1$, $\theta^2 = 1$ yields $\mathbf v(\theta Rk) = \theta R\,\mathbf v(k)$. Occupations depend on energy alone and are unchanged. For the current $f\mathbf v$ one has $D(g) = \theta R$, and the sum over $\theta = \pm1$ makes $P = 0$ in any non-magnetic crystal. For the product the two factors of $\theta$ cancel, and

$$T(gk) = R\,T(k)\,R^T, \qquad P(M) = \frac{1}{|G_0|}\sum_{R}RMR^T .$$

The trace is an invariant functional, since $\operatorname{Tr}RMR^T = \operatorname{Tr}R^TRM = \operatorname{Tr}M$.

Every cubic point group contains the tetrahedral rotation group of 12 elements, generated by the four diagonal matrices $C_0 = 1$, $C_1 = {\rm diag}(-1,-1,1)$, $C_2 = {\rm diag}(-1,1,-1)$, $C_3 = {\rm diag}(1,-1,-1)$ and by the cyclic permutation $S:(x,y,z)\to(z,x,y)$. Its elements are $S^mC_b$ with $m = 0,1,2$. For a diagonal matrix with entries $c_i$, $(CMC^T)_{ij} = c_ic_jM_{ij}$. Summed over the four matrices, $c_ic_j$ gives 4 for $i=j$, and for $xy$, $xz$, $yz$ it gives $1+1-1-1$, $1-1+1-1$ and $1-1-1+1$, all zero. The average over $b$ therefore keeps the diagonal of $M$, and the average over $m$ replaces each diagonal entry by the mean of the three:

$$P(M) = \tfrac13(\operatorname{Tr}M)\,\mathbb 1 .$$

For a larger cubic group $G_0$, averaging $P D(h) = P$ over the tetrahedral subgroup shows that $P$ may be applied after the tetrahedral average, and it leaves a multiple of the unit matrix unchanged. The result is the same for all five cubic groups. In the example, one third of the bare trace is the whole true tensor, for wedge and for random representatives alike.

A tetragonal variant shows a protected component. Let the hopping along $z$ be $t_z = 0.5$ eV with everything else unchanged, so that the group is $D_{4h}$, the 16 signed permutations with $R_{zz} = \pm1$. For these, $(RMR^T)_{zz} = R_{zz}^2M_{zz} = M_{zz}$, so $M_{zz}$ is an invariant functional. At $N=12$ the bare and full $T_{zz}$ are both $0.0514$ eV/Å. The bare $xx$ and $yy$ are $0.3124$ and $0.1748$, whose mean $0.2436$ is the full value of each, and the bare off-diagonal elements $0.2023$, $0.1082$, $0.0685$ are removed by $P$.

Two assumptions can fail in practice. If the mesh $\mathcal M$ is not invariant, (a) has no meaning as stated. Applying $P$ to the sum over $\mathcal M$ gives $\frac{1}{|G|}\sum_g\frac{1}{N_k}\sum_{k\in\mathcal M}X(gk)$, the average over all rotated copies of the mesh, which is a legitimate quadrature but a different one. For the cubic band on an $8^3$ mesh shifted by half a step along $x$ only, the unreduced sum is itself anisotropic, with $T_{xx} = 0.2365$ and $T_{yy} = T_{zz} = 0.2041$ eV/Å. This anisotropy is a discretization error, unlike that of the bare sum. If bands are degenerate at a mesh point, $\sum_nv_iv_j$ formed from diagonal matrix elements depends on the basis chosen in the degenerate subspace, so $T(k)$ is not a function of $k$ alone and assumption 3 is not secured. The examples here avoid such points.

This part has shown that the full-mesh sum is the symmetry projection of the weighted sum, so that only invariant linear functionals are guaranteed without symmetrization, and has applied this to velocities and the conductivity tensor. It remains to derive the transformation laws for stress, forces and site populations in a cell with several atoms, to test them on a four-atom metal, and to see which checks can reveal a missing symmetrization.
